# How much nanowire overlap on an isothermal membrane is enough?: a numerical check

```python
"""
Result under test: a nanowire end lying on an isothermal membrane is a fin with
    R(L) = coth(L/ell) / sqrt(g k A),   ell = sqrt(k A / g),
and R exceeds its long-contact limit by the fraction eps at
    L_eps = (ell/2) ln(1 + 2/eps).
L: contact length, k: wire conductivity, A: wire cross-section,
g: wire-membrane conductance per unit length, span: suspended length.
SI units inside the program; engineering units in the printed output.
"""
import numpy as np
from scipy.constants import Stefan_Boltzmann
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import splu

# Round model parameters
diameter, k_wire, span = 100e-9, 40.0, 5e-6
strip_width, G_interface = 10e-9, 2e7
temperature = 300.0
k_mem, t_mem, mem_depth, mem_width = 3.0, 500e-9, 10e-6, 20e-6

area = np.pi * diameter**2 / 4
kA = k_wire * area
g = G_interface * strip_width
ell = np.sqrt(kA / g)
R_inf = 1 / np.sqrt(g * kA)
R_span = span / kA


def R_fin(length):
    return R_inf / np.tanh(length / ell)


def saturation_length(eps, decay=ell):
    return 0.5 * decay * np.log(1 + 2 / eps)


def whole_wire(contact, n=1500):
    """Finite volumes: hot membrane (1), span, cold membrane (0).
    Returns total resistance and tip-to-edge temperature ratio."""
    dx = np.repeat([contact / n, span / n, contact / n], n)
    link = kA / (0.5 * (dx[1:] + dx[:-1]))
    leak = g * dx
    leak[n:2 * n] = 0
    diag = leak.copy()
    diag[:-1] += link
    diag[1:] += link
    bands = np.zeros((3, 3 * n))
    bands[0, 1:] = -link
    bands[1] = diag
    bands[2, :-1] = -link
    source = leak.copy()
    source[n:] = 0
    T = solve_banded((1, 1), bands, source)
    heat = np.sum(leak[:n] * (1 - T[:n]))
    edge = T[n - 1] - heat * dx[0] / (2 * kA)
    return 1 / heat, (1 - T[0]) / (1 - edge)


def contact_numeric(length):
    return 0.5 * (whole_wire(length)[0] - R_span)


# Fin resistance and its short-contact limit
fin_error = 0.0
for ratio in (0.2, 1.0, 2.0, 4.0):
    numeric = contact_numeric(ratio * ell)
    fin_error = max(fin_error, abs(R_fin(ratio * ell) / numeric - 1))
assert fin_error < 2e-5
short = 0.2 * ell
assert abs((1 / (g * short) + short / (3 * kA)) / contact_numeric(short) - 1) < 2e-4

# Saturation lengths found from the numerical resistance alone
limit_contact = contact_numeric(12 * ell)
for eps in (0.10, 0.05, 0.01):
    root = brentq(lambda s: contact_numeric(s) / limit_contact - 1 - eps,
                  0.3 * ell, 6 * ell, xtol=1e-13)
    assert abs(root / saturation_length(eps) - 1) < 1e-3
L5 = saturation_length(0.05)
tip_ratio = np.sqrt(1 - 1 / 1.05**2)
assert abs(whole_wire(L5)[1] / tip_ratio - 1) < 1e-4

# Criterion on the total resistance, and apparent conductivity
delta = 0.01
eps_total = delta * (1 + span / (2 * ell))
L_total = saturation_length(eps_total)
limit_total = whole_wire(12 * ell)[0]
root = brentq(lambda s: whole_wire(s)[0] / limit_total - 1 - delta,
              0.3 * ell, 6 * ell, xtol=1e-13)
assert abs(root / L_total - 1) < 1e-3
k_apparent = k_wire / (1 + 2 * R_fin(L5) / R_span)
assert abs(span / (area * whole_wire(L5)[0]) / k_apparent - 1) < 1e-4


def network(c0, c1, ground):
    """Conductance matrix of a rectangular array of cells."""
    idx = np.arange(ground.size).reshape(ground.shape)
    a = np.concatenate([idx[:-1].ravel(), idx[:, :-1].ravel()])
    b = np.concatenate([idx[1:].ravel(), idx[:, 1:].ravel()])
    c = np.concatenate([c0.ravel(), c1.ravel()])
    i = idx.ravel()
    values = np.concatenate([-c, -c, c, c, ground.ravel()])
    rows = np.concatenate([a, b, a, b, i])
    cols = np.concatenate([b, a, a, b, i])
    return coo_matrix((values, (rows, cols)), shape=(i.size, i.size)).tocsc()


# Two-dimensional slab, unit thickness and conductivity, contact on lower face
biot, free_len, touch_len, nz = 0.1, 3, 6, 24
h = 1 / nz
nx = (free_len + touch_len) * nz
ground = np.zeros((nx, nz))
ground[free_len * nz:, 0] = h / (1 / biot + h / 2)
slab = network(np.ones((nx - 1, nz)), np.ones((nx, nz - 1)), ground)
inflow = np.zeros((nx, nz))
inflow[0] = h
T_slab = splu(slab).solve(inflow.ravel()).reshape(nx, nz)
R_slab = T_slab[0].mean() + h / 2 - free_len


def slab_fin(conductance):
    root_g = np.sqrt(conductance)
    return 1 / (root_g * np.tanh(touch_len * root_g))


slab_plain = slab_fin(biot) / R_slab - 1
slab_corrected = slab_fin(1 / (1 / biot + 1 / 3)) / R_slab - 1
assert abs(slab_plain) < 0.03
assert abs(slab_corrected) < 0.005
assert abs(slab_corrected) < abs(slab_plain)


def disk_factor(alpha):
    n = np.arange(1, 200001)
    return (1 / 8 + np.sum(np.sin(n * alpha)**2 / (n**3 * alpha**2))) / np.pi


# Round section: uniform supply of heat, outflow through an arc (half disk)
nr, nth = 80, 160
dr, dth = 1 / nr, np.pi / nth
r_mid = (np.arange(nr) + 0.5) * dr
r_face = np.arange(1, nr) * dr
c_r = np.repeat((r_face * dth / dr)[:, None], nth, axis=1)
c_th = np.repeat((dr / (r_mid * dth))[:, None], nth - 1, axis=1)
ground = np.zeros((nr, nth))
ground[0, 0] = 1.0  # carries no heat because supply and outflow balance
weights = np.repeat(r_mid[:, None], nth, axis=1)
weights /= weights.sum()
n_arc = nth // 8
supply = 0.5 * weights
supply[-1, :n_arc] -= 0.5 / n_arc
T_disk = splu(network(c_r, c_th, ground)).solve(supply.ravel()).reshape(nr, nth)
arc_flux = 0.5 / (n_arc * dth)
arc_mean = T_disk[-1, :n_arc].mean() - arc_flux * dr / 2
disk_numeric = np.sum(weights * T_disk) - arc_mean
assert abs(disk_factor(np.pi / 8) / disk_numeric - 1) < 0.01

r_section = disk_factor(strip_width / diameter) / k_wire

# Constriction through the membrane thickness: closed form against modal sum
r_constrict = (np.log(t_mem / (np.pi * strip_width)) + 1.5) / (np.pi * k_mem)
n = np.arange(1, 1000001)
lam = n * np.pi * strip_width / t_mem
modal = np.sum(2 * (lam - 1 + np.exp(-lam)) / (n * lam**2)) / (np.pi * k_mem)
assert abs(r_constrict / modal - 1) < 0.01


def sheet_response(nx, ny):
    """Sheet temperature under the wire, relative to the sheet mean, for unit
    heat entering each cell under the wire and leaving uniformly."""
    dx, dy = mem_depth / nx, mem_width / ny
    s = k_mem * t_mem
    ground = np.zeros((nx, ny))
    ground[0, 0] = s  # fixes the zero only, carries no heat
    matrix = network(np.full((nx - 1, ny), s * dy / dx),
                     np.full((nx, ny - 1), s * dx / dy), ground)
    line = np.arange(nx) * ny + ny // 2
    rhs = np.full((nx * ny, nx), -1 / (nx * ny))
    rhs[line, np.arange(nx)] += 1
    T = splu(matrix).solve(rhs)
    return (T - T.mean(axis=0))[line]


def coupled_curve(response, g_line):
    """Contact resistance for contacts of 1, 2, ... cells on the sheet."""
    cells = response.shape[0]
    dx = mem_depth / cells
    result = []
    for m in range(1, cells + 1):
        wire = np.zeros((m, m))
        j = np.arange(m - 1)
        wire[j, j] += kA / dx
        wire[j + 1, j + 1] += kA / dx
        wire[j, j + 1] -= kA / dx
        wire[j + 1, j] -= kA / dx
        to_sheet = np.linalg.inv(np.eye(m) / (g_line * dx) + response[:m, :m])
        entry = np.zeros(m)
        entry[0] = 1
        result.append(np.linalg.solve(wire + to_sheet, entry)[0] + dx / (2 * kA))
    return dx * np.arange(1, cells + 1), np.array(result)


def length_at_excess(lengths, R, eps):
    return np.interp(-(1 + eps) * R[-1], -R, lengths)


g_series = 1 / (1 / g + r_section + r_constrict)
response = sheet_response(80, 161)
lengths, R_ideal = coupled_curve(np.zeros((80, 80)), g)
assert np.max(np.abs(R_ideal[4:] / R_fin(lengths[4:]) - 1)) < 3e-3
_, R_sheet = coupled_curve(response, g)
_, R_real = coupled_curve(response, g_series)
assert np.all(np.diff(R_real) < 0) and np.all(R_real > R_ideal)
R_sheet_L5 = np.interp(L5, lengths, R_sheet)
R_real_L5 = np.interp(L5, lengths, R_real)
L5_real = length_at_excess(lengths, R_real, 0.05)
len_c, R_coarse = coupled_curve(sheet_response(40, 81), g_series)
shift_R = np.interp(L5, len_c, R_coarse) / R_real_L5 - 1
shift_L = length_at_excess(len_c, R_coarse, 0.05) - L5_real
assert abs(shift_R) < 0.03 and abs(shift_L) < 0.1 * L5_real

# Black-body radiation from the span, surroundings at the cold-end temperature
g_rad = 4 * Stefan_Boltzmann * temperature**3 * np.pi * diameter
rad_fraction = g_rad * span**2 / (2 * kA)


def show(label, value, unit, fmt=".3f"):
    print(f"{label}: {value:{fmt}} {unit}")


show("wire diameter", diameter * 1e9, "nm", ".0f")
show("wire conductivity k", k_wire, "W/(m K)", ".0f")
show("suspended span S", span * 1e6, "um", ".1f")
show("contact strip width b", strip_width * 1e9, "nm", ".0f")
show("interface conductance", G_interface / 1e6, "MW/(m2 K)", ".0f")
show("temperature", temperature, "K", ".0f")
show("conductance per length g", g, "W/(m K)")
show("cross-section A", area * 1e18, "nm2", ".0f")
show("kA", kA, "W m/K", ".4e")
show("decay length ell", ell * 1e6, "um")
show("long-contact limit R_inf", R_inf / 1e6, "MK/W")
show("span resistance S/(kA)", R_span / 1e6, "MK/W")
for eps in (0.10, 0.05, 0.01):
    show(f"L_eps/ell for eps = {eps:.0%}", saturation_length(eps) / ell, "(no unit)")
    show(f"L_eps for eps = {eps:.0%}", saturation_length(eps) * 1e6, "um")
show("R at the 5% length", R_fin(L5) / 1e6, "MK/W")
show("tip/edge temperature ratio at the 5% length", tip_ratio, "(no unit)")
show("change of R if 5% length is halved", 100 * (R_fin(L5 / 2) / R_fin(L5) - 1), "%", ".1f")
show("change of R if 5% length is doubled", 100 * (R_fin(2 * L5) / R_fin(L5) - 1), "%", ".1f")
show("total resistance at the 5% length", (R_span + 2 * R_fin(L5)) / 1e6, "MK/W")
show("apparent conductivity at the 5% length", k_apparent, "W/(m K)", ".1f")
show("allowed excess of total resistance delta", 100 * delta, "%", ".0f")
show("equivalent contact tolerance eps", 100 * eps_total, "%", ".2f")
show("contact length for that delta", L_total * 1e6, "um")
show("5% length if g is 4 times smaller", saturation_length(0.05, np.sqrt(4 * kA / g)) * 1e6, "um")
show("5% length if g is 4 times larger", saturation_length(0.05, np.sqrt(kA / (4 * g))) * 1e6, "um")
show("largest fin-formula error against finite volumes", fin_error, "(fraction)", ".1e")
show("slab test, Biot number", biot, "(no unit)", ".2f")
show("slab test, plain fin error", 100 * slab_plain, "%", ".2f")
show("slab test, corrected fin error", 100 * slab_corrected, "%", ".2f")
show("interface term 1/g", 1 / g, "m K/W")
show("wire-section term", r_section, "m K/W", ".4f")
show("membrane conductivity", k_mem, "W/(m K)", ".0f")
show("membrane thickness", t_mem * 1e9, "nm", ".0f")
show("membrane depth along wire", mem_depth * 1e6, "um", ".0f")
show("membrane width", mem_width * 1e6, "um", ".0f")
show("membrane constriction term", r_constrict, "m K/W")
show("R at 5% length with in-plane spreading only", R_sheet_L5 / 1e6, "MK/W")
show("R at 5% length with all three terms", R_real_L5 / 1e6, "MK/W")
show("rise over ideal fin, all three terms", 100 * (R_real_L5 / R_fin(L5) - 1), "%", ".1f")
show("5% length with all three terms", L5_real * 1e6, "um", ".2f")
show("coarser-grid shift of that R", 100 * shift_R, "%", ".2f")
show("coarser-grid shift of that length", shift_L * 1e6, "um")
show("radiated/conducted heat on span", rad_fraction, "(fraction)", ".1e")
show("diameter/decay length", diameter / ell, "(no unit)")
print("all tests passed")
```

Output:

```
wire diameter: 100 nm
wire conductivity k: 40 W/(m K)
suspended span S: 5.0 um
contact strip width b: 10 nm
interface conductance: 20 MW/(m2 K)
temperature: 300 K
conductance per length g: 0.200 W/(m K)
cross-section A: 7854 nm2
kA: 3.1416e-13 W m/K
decay length ell: 1.253 um
long-contact limit R_inf: 3.989 MK/W
span resistance S/(kA): 15.915 MK/W
L_eps/ell for eps = 10%: 1.522 (no unit)
L_eps for eps = 10%: 1.908 um
L_eps/ell for eps = 5%: 1.857 (no unit)
L_eps for eps = 5%: 2.327 um
L_eps/ell for eps = 1%: 2.652 (no unit)
L_eps for eps = 1%: 3.323 um
R at the 5% length: 4.189 MK/W
tip/edge temperature ratio at the 5% length: 0.305 (no unit)
change of R if 5% length is halved: 30.5 %
change of R if 5% length is doubled: -4.6 %
total resistance at the 5% length: 24.293 MK/W
apparent conductivity at the 5% length: 26.2 W/(m K)
allowed excess of total resistance delta: 1 %
equivalent contact tolerance eps: 2.99 %
contact length for that delta: 2.642 um
5% length if g is 4 times smaller: 4.654 um
5% length if g is 4 times larger: 1.164 um
largest fin-formula error against finite volumes: 8.9e-07 (fraction)
slab test, Biot number: 0.10 (no unit)
slab test, plain fin error: -1.80 %
slab test, corrected fin error: 0.11 %
interface term 1/g: 5.000 m K/W
wire-section term: 0.0257 m K/W
membrane conductivity: 3 W/(m K)
membrane thickness: 500 nm
membrane depth along wire: 10 um
membrane width: 20 um
membrane constriction term: 0.453 m K/W
R at 5% length with in-plane spreading only: 4.584 MK/W
R at 5% length with all three terms: 4.816 MK/W
rise over ideal fin, all three terms: 15.0 %
5% length with all three terms: 2.58 um
coarser-grid shift of that R: 0.39 %
coarser-grid shift of that length: 0.010 um
radiated/conducted heat on span: 7.7e-05 (fraction)
diameter/decay length: 0.080 (no unit)
all tests passed
```
